# Spin-orbit coupling, moments and gap of a t2g⁵ ion with U: a program that tests the result

```python
"""Spin-orbit coupling and +U for a t2g5 ion (one hole in the t2g shell).

Result under test: lambda L.S gives a quartet at -lambda/2 and a doublet at
+lambda; the d5 hole sits in the doublet; the spin and orbital moments have
sizes 1/3 and 2/3 mu_B; the potential U_eff(1/2-n) gives the gap U_eff.
With the Kanamori interaction (U, J, U'=U-2J) the Hartree-Fock gap is U-4J/3
and the many-body gap is lowered further by mixing of two-hole states.
Symbols: lam = spin-orbit constant, n = occupation matrix <c_b^+ c_a>,
p = 1-n = hole matrix, delta = cubic splitting. Energies in eV.
Spin-orbital order: yz, xz, xy with spin up, then the same with spin down.
"""
import numpy as np

lam, u_eff, delta = 0.4, 2.0, 3.0
u_kan, j_kan = 2.4, 0.3

# True orbital momentum for l=2 in the basis m = 2, 1, 0, -1, -2
m_values = np.arange(2, -3, -1)
lz = np.diag(m_values).astype(complex)
lplus = np.zeros((5, 5), complex)
for k in range(1, 5):
    m = m_values[k]
    lplus[k - 1, k] = np.sqrt(6 - m * (m + 1))
lx = (lplus + lplus.conj().T) / 2
ly = (lplus - lplus.conj().T) / (2j)

# Columns: yz, xz, xy, x2-y2, z2 (Condon-Shortley phases)
r = 1 / np.sqrt(2)
real_orbitals = np.array([
    [0, 0, -1j * r, r, 0],
    [1j * r, -r, 0, 0, 0],
    [0, 0, 0, 0, 1],
    [1j * r, r, 0, 0, 0],
    [0, 0, 1j * r, r, 0]], complex)
l_full = [real_orbitals.conj().T @ a @ real_orbitals for a in (lx, ly, lz)]
l_t2g = [a[:3, :3] for a in l_full]
spin = [np.array([[0, 1], [1, 0]], complex) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]], complex) / 2]

l_eff = [-a for a in l_t2g]
assert np.allclose(l_eff[0] @ l_eff[1] - l_eff[1] @ l_eff[0], 1j * l_eff[2])
assert np.allclose(sum(a @ a for a in l_eff), 2 * np.eye(3))

L = [np.kron(np.eye(2), a) for a in l_t2g]
S = [np.kron(s, np.eye(3)) for s in spin]
ls = sum(a @ b for a, b in zip(L, S))
h_so = lam * ls
levels, vectors = np.linalg.eigh(h_so)
assert np.allclose(levels, [-lam / 2] * 4 + [lam] * 2)

# Resolve the numerical doublet by the z component of l_eff + S
doublet = vectors[:, 4:]
jz = S[2] - L[2]
jz_values, mix = np.linalg.eigh(doublet.conj().T @ jz @ doublet)
assert np.allclose(jz_values, [-0.5, 0.5])
partner, hole = (doublet @ mix).T
hole = hole * np.exp(-1j * np.angle(hole[2]))
hole_formula = np.array([0, 0, 1, 1, 1j, 0]) / np.sqrt(3)
assert np.allclose(hole, hole_formula)
reversed_hole = np.kron(np.array([[0, -1], [1, 0]]), np.eye(3)) @ hole.conj()
assert np.isclose(abs(np.vdot(reversed_hole, partner)), 1)

p = np.outer(hole, hole.conj())
n = np.eye(6) - p
assert np.allclose(n @ n, n) and np.isclose(np.trace(n).real, 5)


def expectation(occ, operators):
    return np.array([np.trace(occ @ a).real for a in operators])


s_vec, l_vec = expectation(n, S), expectation(n, L)
assert np.allclose(s_vec, [0, 0, 1 / 6]) and np.allclose(l_vec, [0, 0, 2 / 3])

# Moment from the Zeeman splitting of the doublet (field energy b = mu_B B)
b = 1e-5
zeeman = np.linalg.eigvalsh(h_so + b * (L[2] + 2 * S[2]))
g_size = (zeeman[5] - zeeman[4]) / b
assert abs(g_size - 2) < 1e-3


def plus_u(occ, spin_orbit=h_so):
    return spin_orbit + u_eff * (np.eye(6) / 2 - occ)


u_levels = np.linalg.eigvalsh(plus_u(n))
gap_u = u_levels[5] - u_levels[4]
assert np.allclose(u_levels, [-lam / 2 - u_eff / 2] * 4
                   + [lam - u_eff / 2, lam + u_eff / 2])

# Self-consistent cycle from a random noncollinear hole
rng = np.random.default_rng(4)
trial = rng.normal(size=6) + 1j * rng.normal(size=6)
trial /= np.linalg.norm(trial)
start_energy = -np.vdot(trial, h_so @ trial).real
n_scf = np.eye(6) - np.outer(trial, trial.conj())
for _ in range(400):
    e_scf, v_scf = np.linalg.eigh(plus_u(n_scf))
    n_scf = v_scf[:, :5] @ v_scf[:, :5].conj().T
s_scf, l_scf = expectation(n_scf, S), expectation(n_scf, L)
gap_scf = e_scf[5] - e_scf[4]
end_energy = np.trace(n_scf @ h_so).real
assert end_energy < start_energy and np.isclose(end_energy, -lam)
assert np.isclose(gap_scf, u_eff)
assert np.isclose(2 * np.linalg.norm(s_scf), 1 / 3)
assert np.isclose(np.linalg.norm(l_scf), 2 / 3)
assert np.allclose(l_scf, 4 * s_scf)

# Limits: no spin-orbit coupling; hole shared equally by the doublet
n_xy = np.diag([1, 1, 0, 1, 1, 1])
e_xy = np.linalg.eigvalsh(plus_u(n_xy, 0 * h_so))
gap_no_so = e_xy[5] - e_xy[4]
n_shared = np.eye(6) - doublet @ doublet.conj().T / 2
e_shared = np.linalg.eigvalsh(plus_u(n_shared))
gap_shared = abs(e_shared[5] - e_shared[4])
assert np.isclose(gap_no_so, u_eff) and gap_shared < 1e-12

# Effect of deleting the spin-off-diagonal blocks, state held fixed
p_cut = p.copy()
p_cut[:3, 3:] = 0
p_cut[3:, :3] = 0
split_cut = u_eff * (np.vdot(hole, p_cut @ hole)
                     - np.vdot(partner, p_cut @ partner)).real
assert np.isclose(split_cut, 5 * u_eff / 9)

# Full d shell: the doublet is untouched, the t2g quartet moves
h_d = lam * sum(np.kron(s, a) for s, a in zip(spin, l_full))
h_d = h_d + delta * np.kron(np.eye(2), np.diag([0, 0, 0, 1, 1]))
hole_d = np.zeros((2, 5), complex)
hole_d[:, :3] = hole.reshape(2, 3)
hole_d = hole_d.ravel()
assert np.allclose(h_d @ hole_d, lam * hole_d)
d_levels = np.linalg.eigvalsh(h_d)
quartet_formula = ((delta - lam / 2) / 2
                   - np.sqrt((delta + lam / 2)**2 + 6 * lam**2) / 2)
assert np.allclose(d_levels[:4], quartet_formula)
assert np.allclose(d_levels[4:6], lam)


def kanamori(u, j):
    """Two-body elements <ab|V|cd> between spin-orbitals."""
    v = np.zeros((3, 3, 3, 3))
    for a in range(3):
        v[a, a, a, a] = u
        for c in range(3):
            if a != c:
                v[a, c, a, c] = u - 2 * j
                v[a, c, c, a] = j
                v[a, a, c, c] = j
    full = np.zeros((6, 6, 6, 6))
    for s in (0, 3):
        for t in (0, 3):
            full[s:s + 3, t:t + 3, s:s + 3, t:t + 3] = v
    return full


v4 = kanamori(u_kan, j_kan)
fock = (h_so + np.einsum('abcd,db->ac', v4, n)
        - np.einsum('abdc,db->ac', v4, n))
assert np.allclose(fock @ n, n @ fock)
e_hf, v_hf = np.linalg.eigh(fock)
gap_hf = e_hf[5] - e_hf[4]
assert np.isclose(abs(np.vdot(v_hf[:, 5], hole)), 1)
assert np.isclose(abs(np.vdot(v_hf[:, 4], partner)), 1)
assert np.isclose(gap_hf, u_kan - 4 * j_kan / 3)

# Fermion operators in the 64-state Fock space
lower = np.array([[0., 1.], [0., 0.]])
sign = np.diag([1., -1.])
ann = []
for k in range(6):
    op = np.eye(1)
    for q in range(6):
        op = np.kron(op, sign if q < k else lower if q == k else np.eye(2))
    ann.append(op)
cre = [a.T for a in ann]
number = np.rint(np.diag(sum(c @ a for c, a in zip(cre, ann)))).astype(int)


def many_body(one_body, two_body):
    h = np.zeros((64, 64), complex)
    for a, c in np.argwhere(abs(one_body) > 1e-14):
        h += one_body[a, c] * cre[a] @ ann[c]
    for a, b2, c, d in np.argwhere(abs(two_body) > 1e-14):
        h += 0.5 * two_body[a, b2, c, d] * cre[a] @ cre[b2] @ ann[d] @ ann[c]
    return h


def exact_gap(lam_x, u_x, j_x):
    h = many_body(lam_x * ls, kanamori(u_x, j_x))
    e = {}
    for count in (4, 5, 6):
        idx = np.flatnonzero(number == count)
        e[count] = np.linalg.eigvalsh(h[np.ix_(idx, idx)])[0]
    return e[4] + e[6] - 2 * e[5]


def gap_formula(lam_x, u_x, j_x):
    root = np.sqrt((3 * lam_x + 5 * j_x / 3)**2 / 4 + 50 * j_x**2 / 9)
    return u_x - j_x / 2 + 1.5 * lam_x - root


for case in ((lam, u_kan, j_kan), (0.1, 3.0, 0.5), (0.8, 2.0, 0.1)):
    assert np.isclose(exact_gap(*case), gap_formula(*case))
gap_exact = exact_gap(lam, u_kan, j_kan)

# Two holes in the doublet: total S^2 and L^2 of the four-electron state
filled = np.zeros(64)
filled[np.flatnonzero(number == 6)[0]] = 1
remove_hole = sum(np.conj(hole[k]) * ann[k] for k in range(6))
remove_partner = sum(np.conj(partner[k]) * ann[k] for k in range(6))
pair = remove_hole @ remove_partner @ filled
zero_v = np.zeros((6, 6, 6, 6))
s2_pair = sum(np.linalg.norm(many_body(a, zero_v) @ pair)**2 for a in S)
l2_pair = sum(np.linalg.norm(many_body(a, zero_v) @ pair)**2 for a in L)
assert np.isclose(np.linalg.norm(pair), 1)
assert np.isclose(s2_pair, 4 / 3) and np.isclose(l2_pair, 4 / 3)


def show(label, value, unit=''):
    print(f'{label}: {round(float(value), 4) + 0.0:.4f} {unit}'.rstrip())


show('spin-orbit constant lambda', lam, 'eV')
show('U_eff', u_eff, 'eV')
show('cubic splitting Delta', delta, 'eV')
show('Kanamori U', u_kan, 'eV')
show('Kanamori J', j_kan, 'eV')
show('quartet level (4 states)', levels[0], 'eV')
show('doublet level (2 states)', levels[5], 'eV')
print('hole matrix p, order xy up, yz down, xz down:')
for row in p[np.ix_([2, 3, 4], [2, 3, 4])]:
    print('  ' + '  '.join(f'{round(z.real, 4) + 0.0:+.4f}'
                           f'{round(z.imag, 4) + 0.0:+.4f}i' for z in row))
show('trace of n', np.trace(n).real, 'electrons')
show('d5 S_z', s_vec[2], 'hbar')
show('d5 L_z', l_vec[2], 'hbar')
show('spin moment z', -2 * s_vec[2], 'mu_B')
show('orbital moment z', -l_vec[2], 'mu_B')
show('total moment z', -2 * s_vec[2] - l_vec[2], 'mu_B')
show('Zeeman splitting / (mu_B B)', g_size)
show('+U quartet level', u_levels[0], 'eV')
show('+U filled doublet level', u_levels[4], 'eV')
show('+U empty doublet level', u_levels[5], 'eV')
show('+U gap', gap_u, 'eV')
show('random start: spin-orbit energy at start', start_energy, 'eV')
show('random start: spin-orbit energy at end', end_energy, 'eV')
for axis, s_c, l_c in zip('xyz', s_scf, l_scf):
    show(f'random start: final spin moment {axis}', -2 * s_c, 'mu_B')
    show(f'random start: final orbital moment {axis}', -l_c, 'mu_B')
show('random start: spin moment length', 2 * np.linalg.norm(s_scf), 'mu_B')
show('random start: orbital moment length', np.linalg.norm(l_scf), 'mu_B')
show('random start: final gap', gap_scf, 'eV')
show('+U gap, lambda = 0, hole in xy up', gap_no_so, 'eV')
show('+U gap, hole shared by the doublet', gap_shared, 'eV')
show('first-order splitting without spin-off-diagonal p', split_cut, 'eV')
show('full d shell: lower quartet level', d_levels[0], 'eV')
show('full d shell: doublet level', d_levels[4], 'eV')
show('two doublet holes: <S^2>', s2_pair, 'hbar^2')
show('two doublet holes: <L^2>', l2_pair, 'hbar^2')
show('3 lambda/2', 1.5 * lam, 'eV')
show('5 J/3', 5 * j_kan / 3, 'eV')
show('Kanamori Hartree-Fock gap', gap_hf, 'eV')
show('Kanamori many-body gap', gap_exact, 'eV')
show('lowering by two-hole mixing', gap_hf - gap_exact, 'eV')
print('OK')
```

Printed output:

```
spin-orbit constant lambda: 0.4000 eV
U_eff: 2.0000 eV
cubic splitting Delta: 3.0000 eV
Kanamori U: 2.4000 eV
Kanamori J: 0.3000 eV
quartet level (4 states): -0.2000 eV
doublet level (2 states): 0.4000 eV
hole matrix p, order xy up, yz down, xz down:
  +0.3333+0.0000i  +0.3333+0.0000i  +0.0000-0.3333i
  +0.3333+0.0000i  +0.3333+0.0000i  +0.0000-0.3333i
  +0.0000+0.3333i  +0.0000+0.3333i  +0.3333+0.0000i
trace of n: 5.0000 electrons
d5 S_z: 0.1667 hbar
d5 L_z: 0.6667 hbar
spin moment z: -0.3333 mu_B
orbital moment z: -0.6667 mu_B
total moment z: -1.0000 mu_B
Zeeman splitting / (mu_B B): 2.0000
+U quartet level: -1.2000 eV
+U filled doublet level: -0.6000 eV
+U empty doublet level: 1.4000 eV
+U gap: 2.0000 eV
random start: spin-orbit energy at start: -0.0158 eV
random start: spin-orbit energy at end: -0.4000 eV
random start: final spin moment x: 0.1390 mu_B
random start: final orbital moment x: 0.2780 mu_B
random start: final spin moment y: 0.3028 mu_B
random start: final orbital moment y: 0.6057 mu_B
random start: final spin moment z: -0.0091 mu_B
random start: final orbital moment z: -0.0183 mu_B
random start: spin moment length: 0.3333 mu_B
random start: orbital moment length: 0.6667 mu_B
random start: final gap: 2.0000 eV
+U gap, lambda = 0, hole in xy up: 2.0000 eV
+U gap, hole shared by the doublet: 0.0000 eV
first-order splitting without spin-off-diagonal p: 1.1111 eV
full d shell: lower quartet level: -0.2733 eV
full d shell: doublet level: 0.4000 eV
two doublet holes: <S^2>: 1.3333 hbar^2
two doublet holes: <L^2>: 1.3333 hbar^2
3 lambda/2: 0.6000 eV
5 J/3: 0.5000 eV
Kanamori Hartree-Fock gap: 2.0000 eV
Kanamori many-body gap: 1.7443 eV
lowering by two-hole mixing: 0.2557 eV
OK
```
